\section*{Phonon group velocities from an interpolated dynamical matrix, with branch tracking}

\section{The situation}

In an insulating crystal whose phonon branches are separated by more than their linewidths, heat is carried by phonon wave packets, and each packet moves with the group velocity $\mathbf v=\nabla_{\mathbf q}\omega$. Density functional perturbation theory supplies dynamical matrices on a coarse mesh of wavevectors, whereas velocities are wanted at many points between. Differences of interpolated frequencies need extra diagonalizations and can go wrong at crossings. Suppose two branches cross at $\mathbf q_0$ with slopes $\pm s$. The lower sorted frequency is then $\omega_0-s|h|$ to leading order at displacement $h$, and its central difference is zero, although neither mode has zero slope.

The interpolated matrix is an explicit sum of exponentials, so its derivative is available without differencing. What remains is to extract velocities from it, including at degeneracies, and to decide which mode at one wavevector continues which mode at the next.

I assume harmonic, stable, non-polar crystals with short-ranged forces. In a polar crystal, the long-range dipole term is removed before interpolation and restored afterwards; its own derivative must then be added, and its limit at $\Gamma$ depends on direction.

\section{Interpolation and its derivative}

Let $\mathbf R$ be a lattice vector, $\boldsymbol\tau_a$ the position of atom $a$ in the cell, and $C_{ab}(\mathbf d)$ the $3\times3$ force-constant block divided by $\sqrt{M_aM_b}$, for atoms separated by $\mathbf d=\mathbf R+\boldsymbol\tau_b-\boldsymbol\tau_a$. With phases at atomic separations,
\begin{equation}
D_{ab}(\mathbf q)=\sum_{\mathbf R}C_{ab}(\mathbf d)\,e^{i\mathbf q\cdot\mathbf d},\qquad D\,e=\omega^2e,\quad e^\dagger e=1 .
\label{eq:D}
\end{equation}
On an $N\times N\times N$ mesh the inverse sum is
\begin{align}
F_{ab}(\mathbf R)&=\frac1{N^3}\sum_{\mathbf q}e^{-i\mathbf q\cdot\mathbf d}D_{ab}(\mathbf q)\nonumber\\
&=\sum_{\mathbf R'}C_{ab}(\mathbf d')\,\frac1{N^3}\sum_{\mathbf q}e^{i\mathbf q\cdot(\mathbf R'-\mathbf R)}
=\sum_{\mathbf L}C_{ab}(\mathbf d+\mathbf L),
\label{eq:fold}
\end{align}
where $\mathbf d'=\mathbf R'+\boldsymbol\tau_b-\boldsymbol\tau_a$. The last step holds because the mesh sum is $N^3$ when $\mathbf R'-\mathbf R$ is a supercell vector $\mathbf L$ and zero otherwise. The mesh therefore determines force constants only after folding into the supercell.

To interpolate, each $F_{ab}(\mathbf R)$ is placed at the shortest of the vectors $\mathbf d+\mathbf L$. If $t$ of them tie, each receives $F/t$. At mesh points $e^{i\mathbf q\cdot\mathbf L}=1$, so any choice of images reproduces the input there. Agreement at mesh points therefore says nothing about the choice, while the derivative depends on it.

Sharing ties also protects Hermiticity, which requires $C_{ba}(-\mathbf d)=C_{ab}(\mathbf d)^T$. The shortest images for the reversed pair are the negatives of those for the original pair, so equal shares respect this relation; keeping one image of a tie can violate it. The interpolation recovers (\ref{eq:D}) between mesh points if each folded sum contains the true constants of its shortest images alone, and if tied images have equal true constants. Otherwise the result is an approximation to be checked by refining the mesh.

Differentiating term by term gives
\begin{equation}
\partial_jD_{ab}(\mathbf q)=\sum_{\mathbf d}i\,d_j\,C_{ab}(\mathbf d)\,e^{i\mathbf q\cdot\mathbf d},\qquad j=x,y,z,
\label{eq:grad}
\end{equation}
where $C$ now includes the tie weights.

\section{Velocities}

\subsection{A simple mode}

Differentiate $De=\omega^2e$ and multiply by $e^\dagger$:
\begin{equation}
e^\dagger(\partial_jD)e+e^\dagger D\,\partial_je=\partial_j\omega^2+\omega^2e^\dagger\partial_je .
\end{equation}
Since $D$ is Hermitian, $e^\dagger D=\omega^2e^\dagger$, and the terms with $\partial_je$ cancel. With $\partial_j\omega^2=2\omega\,\partial_j\omega$,
\begin{equation}
v_j=\frac{e^\dagger(\partial_jD)e}{2\omega},\qquad \omega>0 .
\label{eq:v}
\end{equation}
No derivative of an eigenvector is needed.

\subsection{Phase convention}

An alternative convention uses phases $e^{i\mathbf q\cdot\mathbf R}$ instead. With $U=\mathrm{diag}(e^{i\mathbf q\cdot\boldsymbol\tau_a})$, that matrix is $D_L=UDU^\dagger$, with eigenvectors $Ue$. Let $T_j$ be the diagonal matrix of components $\tau_{a,j}$. Then $\partial_jU=iT_jU$, and
\begin{equation}
\partial_jD_L=U\left(\partial_jD+i[T_j,D]\right)U^\dagger .
\end{equation}
Let the columns of $P$ be an orthonormal basis of an eigenspace, so that $DP=\omega^2P$. Then $P^\dagger[T_j,D]P=\omega^2P^\dagger T_jP-\omega^2P^\dagger T_jP=0$. The derivative matrices differ, but the velocities agree. Eigenvectors from one convention must not be combined with a derivative from the other.

\subsection{A degenerate space}

At a degeneracy, choose a unit vector $\mathbf n$ and put $D_n=\sum_jn_j\partial_jD$. Along the line $\mathbf q+h\mathbf n$, the matrix is analytic in the one real variable $h$, so by Rellich's theorem its eigenvalues and eigenvectors can be chosen analytic. Write $e(h)=Pc+he_1+\dots$ and $\omega^2(h)=\lambda_0+h\lambda_1+\dots$. At first order in $h$,
\begin{equation}
De_1+D_nPc=\lambda_0e_1+\lambda_1Pc .
\end{equation}
Multiplying by $P^\dagger$ removes $e_1$, because $P^\dagger D=\lambda_0P^\dagger$. What remains is
\begin{equation}
\left(P^\dagger D_nP\right)c=\lambda_1c,\qquad \frac{d\omega}{dh}=\frac{\lambda_1}{2\omega}.
\label{eq:deg}
\end{equation}
The small matrix must be diagonalized. Its diagonal elements in the basis returned by an eigensolver depend on that arbitrary basis.

The eigenvalues are slopes for the chosen $\mathbf n$. If the projected matrices for $x$, $y$ and $z$ commute, one basis diagonalizes them all and each mode has a velocity vector. If they do not, the slopes need not be linear in $\mathbf n$, and a table with one vector per mode cannot in general represent them.

\subsection{Acoustic modes at the zone centre}

At $\Gamma$ an acoustic mode has $\omega=0$, and (\ref{eq:v}) becomes $0/0$. Let $P$ span the three translations, whose zero eigenvalues require the acoustic sum rule, and let $Q$ span the optical modes, with diagonal eigenvalue matrix $\Lambda>0$. Along $h\mathbf n$, write $D=D_0+hD_1+\tfrac12h^2D_2+\dots$ and $e=Pc+he_1+h^2e_2+\dots$.

Stability forbids negative $\omega^2$ on either side of $h=0$, so no acoustic $\omega^2$ has a linear term. By (\ref{eq:deg}), all eigenvalues of $P^\dagger D_1P$ vanish, hence $P^\dagger D_1P=0$. Set $\omega^2=c_s^2h^2$. The first-order equation is $D_0e_1+D_1Pc=0$, and its projection on $Q$ gives
\begin{equation}
Q^\dagger e_1=-\Lambda^{-1}Q^\dagger D_1Pc .
\end{equation}
The second-order equation is $D_0e_2+D_1e_1+\tfrac12D_2Pc=c_s^2Pc$. Multiplication by $P^\dagger$ removes $e_2$. The part of $e_1$ inside $P$ drops out because $P^\dagger D_1P=0$. Hence
\begin{equation}
\left[\tfrac12P^\dagger D_2P-P^\dagger D_1Q\Lambda^{-1}Q^\dagger D_1P\right]c=c_s^2c .
\label{eq:sound}
\end{equation}
The negative term is the softening due to relative motion of the atoms in the cell under strain. The speeds $c_s$ are one-sided slopes, since $\omega=c_s|h|$ has a cusp at $\Gamma$.

\section{Following branches}

Velocities at a given $\mathbf q$ need no branch labels. Labels are needed to draw a branch or follow a polarization. Along a path with direction $\mathbf n$, equal eigenvalues are grouped and (\ref{eq:deg}) is applied in each group. Modes whose slopes are also equal remain together as a subspace $g$.

Let $\tilde e_j$ be the labelled vectors at the previous point. The weight
\begin{equation}
w_{gj}=\sum_{m\in g}|e_m^\dagger\tilde e_j|^2
\end{equation}
does not depend on the basis inside $g$. Each subspace must receive as many labels as its dimension, and the assignment that maximizes the total weight is a standard linear assignment problem.

Within $g$, let $S=E_g^\dagger\tilde E_g$ be the overlap of the new vectors with the old vectors assigned to them. We seek the unitary $W$ for which $E_gW$ is closest to $\tilde E_g$, that is, for which $\mathrm{Re\,tr}(W^\dagger S)$ is largest. With the singular value decomposition $S=X\Sigma Y^\dagger$,
\begin{equation}
\mathrm{Re\,tr}(W^\dagger S)=\mathrm{Re}\sum_i\sigma_i(Y^\dagger W^\dagger X)_{ii}\le\sum_i\sigma_i ,
\end{equation}
because entries of a unitary matrix have modulus at most one. Equality is reached for $W=XY^\dagger$. For a single mode this merely fixes the phase.

\begin{verbatim}
prepare:
  F(R) = inverse Fourier sum of D on the mesh
  place F at shortest images; share ties equally
slopes(q, n):
  build D and grad D from the same list of d
  w2, E = eigh(D)
  for each group g of equal w2:
    s, U = eigh(E_g^+ (n.grad D) E_g)
    E_g = E_g U;  slope_g = s / (2 sqrt(w2_g))
    split g into subspaces of equal s
track(path, n):
  label the modes at the first point
  for each later q:
    call slopes(q, n)
    form weights w[g,j]; solve assignment
    for each subspace g:
      X, Sigma, Y^+ = svd(E_g^+ E_old_g)
      E_g = E_g X Y^+
    store values by label; keep smallest weight
\end{verbatim}
Points with $\omega=0$ go to (\ref{eq:sound}) instead. If $\omega^2<0$, the crystal is unstable in this approximation; one can report $\nabla\omega^2$, but not a propagation velocity.

\section{A worked crystal}

Consider a diamond-structure model with $a=5.5$~\AA, two atoms of mass $m=30$~u, and unstressed central springs $k_1=100$~N/m between first neighbours and $k_2=20$~N/m between second neighbours. Spring sums on a $4\times4\times4$ mesh take the place of first-principles data.

\subsection{Closed forms on the cubic axis}

Let $\mathbf q=(2\pi/a)(\xi,0,0)$, $\theta=qa/4=\pi\xi/2$ and $K=4k_1/3$. A spring with unit vector $\hat{\mathbf r}$ contributes $k\,\hat{\mathbf r}\hat{\mathbf r}^T$. The four first-neighbour bonds add $K$ to each on-site diagonal element. The second neighbours with an $x$ component have phases $\pm2\theta$. There are eight, each with $\hat r_x^2=\tfrac12$, so they add $4k_2(1-\cos2\theta)$ to the $xx$ element. Four of them have a $y$ component, which gives $2k_2(1-\cos2\theta)$ for $yy$, and likewise for $zz$. The off-diagonal terms cancel by sign.

Between the two atoms, two bonds have phase $e^{i\theta}$ and two have $e^{-i\theta}$. The $xx$ element is thus $-K\cos\theta$. For displacements along $y\pm z$, the diagonal part $-K\cos\theta$ and the $yz$ element $-iK\sin\theta$ combine to $-Ke^{\pm i\theta}$, of modulus $K$. Diagonalizing the $2\times2$ blocks gives
\begin{align}
m\omega_{L1,L2}^2&=K(1\mp\cos\theta)+4k_2(1-\cos2\theta),\label{eq:L}\\
m\omega_{TA}^2&=2k_2(1-\cos2\theta),\qquad m\omega_{TO}^2=m\omega_{TA}^2+2K .
\end{align}
The upper sign belongs to $L1$, which starts as the acoustic branch. Each transverse level is double.

At small $\theta$, $m\omega_{L1}^2\approx(K/2+8k_2)\theta^2$ and $m\omega_{TA}^2\approx4k_2\theta^2$. The ratio of sound speeds is $\sqrt{226.7/80}=1.683$. Equation (\ref{eq:sound}) gives 5510 and 9275~m/s, in this ratio.

\subsection{The X point}

At $\xi=1$, $\cos\theta=0$ and the two longitudinal modes meet at 12.213~THz. Differentiating (\ref{eq:L}) with $d\theta/dq=a/4$ gives $d\omega^2/dq=\pm Ka/(4m)$, so
\begin{equation}
v=\pm\frac{Ka}{8m\omega}=\pm\frac{a\omega}{8}\,\frac{K}{K+8k_2}.
\end{equation}
Here $K/(K+8k_2)=133.3/293.3=0.4545$ and $\omega=2\pi\times12.213$~THz $=76.74$~rad/ps. Hence $|v|=(5.5/8)(76.74)(0.4545)=23.98$~\AA/ps, or 2398~m/s.

Since the longitudinal coupling $-K\cos\theta$ vanishes, vibrations of one atom alone along $x$ are valid eigenvectors at X. (Transverse vibrations of one atom are not, because their coupling keeps modulus $K$.) In that basis the projected velocity matrix has zero diagonal and off-diagonal elements of magnitude 2398~m/s. Reading its diagonal would give two stationary modes; diagonalizing it gives the two slopes.

\subsection{A triple point}

$L2$ meets the double $TO$ level where $K(1-\cos\theta)=2k_2(1-\cos2\theta)=4k_2(1-\cos\theta)(1+\cos\theta)$. Away from $\theta=0$,
\begin{equation}
1+\cos\theta=\frac{K}{4k_2}=\frac{k_1}{3k_2}=\frac53 ,
\end{equation}
so $\cos\theta=2/3$ and $\xi=0.5354$, at 12.577~THz. Equation (\ref{eq:deg}) gives these slopes in m/s:
\begin{center}
\begin{tabular}{lrrr}
$[100]$ & 1041.3 & 1388.4 & 1388.4\\
$[010]$ & $-316.9$ & 0.0 & 316.9\\
$[110]$ & 603.6 & 981.8 & 1114.5
\end{tabular}
\end{center}
If three fixed velocity vectors existed, each $[110]$ slope would be a first-row entry plus a second-row entry, divided by $\sqrt2$. The best pairing, from unrounded slopes, gives 512.3, 981.8 and 1205.8~m/s. Two of these miss by about 91~m/s, so the slopes at this point do not come from fixed vectors.

\subsection{Tracked branches}

The path runs from $\xi=0.05$ to 1.60 in steps of at most 0.05. It includes the triple point, the X point and the mirror image of the triple point at $\xi=1.4646$, where $L1$ meets $TO$. Selected results are:
\begin{center}
\begin{tabular}{rrrrr}
$\xi$ & $L1$, THz & $L2$, THz & $v_{L1}$, m/s & $v_{L2}$, m/s\\
0.50 & 7.780 & 12.507 & 7178.5 & 1154.2\\
1.00 & 12.213 & 12.213 & 2398.0 & $-2398.0$\\
1.20 & 12.741 & 10.974 & 564.8 & $-4420.3$\\
1.60 & 12.278 & 6.407 & $-1320.2$ & $-7902.8$
\end{tabular}
\end{center}
The smallest assigned weight is 0.9985. Sorting by frequency instead would give $L1$ the value 6.407~THz at $\xi=1.60$, an error of 5.871~THz relative to its closed form. Beyond X, the branch that began as acoustic lies in the optical range: a followed label need not repeat from one zone to the next, although the set of frequencies does.

The numerical check compares these results with the closed forms. It also compares the interpolation with direct spring sums, and slopes at general and degenerate points with finite differences.

\section{Stability and failure modes}

\textbf{Avoided crossings.} Near a weakly avoided crossing, let two uncoupled frequencies differ by $\Delta v\,\delta$ at distance $\delta$ along the path, and let their coupling be $g$. Their mean plays no part in the mixing, and the two-level eigenvalues differ by
\begin{equation}
\Delta\omega=\sqrt{(\Delta v\,\delta)^2+4g^2}.
\end{equation}
The gap is $2g$, and the characters exchange over a distance of order $\delta_c=2g/|\Delta v|$. A step much longer than $\delta_c$ jumps across and follows the polarization, provided no path point falls within about $\delta_c$ of the crossing, where the modes are mixed and the weights drop towards one half; a much shorter one follows the continuous eigenvalue.

Displacing the path to $(\xi,0.004,0.004)$ opens a gap of 6.52~GHz near the triple point. With the undisplaced slope difference, $1388.4-1041.3=347.1$~m/s, $\delta_c\approx2\pi(6.52\times10^9)/347.1=1.18\times10^8$~m$^{-1}$. Dividing by $2\pi/a=1.142\times10^{10}$~m$^{-1}$ gives 0.010 in $\xi$. The path runs from $\xi=0.385$ to 0.685, so the coarse steps place the crossing midway between two points, about $5\delta_c$ from each. Starting with weight 0.984 on $x$ displacements, the tracked branch ends with weight 1.000 for steps of 0.1 and 0.000 for steps of 0.001. The smallest assigned weights are 0.948 and 0.998, so a high overlap does not show that the gap was resolved. The intended meaning of the label must set the step.

\textbf{Degeneracy tolerance.} The example groups $\omega^2$ values closer than $10^{-8}$ of the largest. Too small a tolerance leaves rounding to choose the basis. Too large a tolerance merges modes with a real gap, and (\ref{eq:deg}) then returns the slopes of a crossing that is not there. First-order mixing by a matrix error $\epsilon$ scales as $\epsilon/\Delta(\omega^2)$, so the tolerance should exceed the noise in $D$ and stay below the splittings to be resolved. Imposing crystal symmetry on $C$ removes symmetry-breaking noise at its source.

\textbf{Persistent pairs.} Where two modes share both frequency and slope, their individual labels are a convention. If they separate later, the transported basis need not match the separating modes, and the first assignment there may be ambiguous.

\textbf{Tied images.} On a $2\times2\times2$ mesh of this crystal, the second neighbours at $\mathbf d$ and $-\mathbf d$ fold together. Their constants are equal, because a central-spring block is symmetric, so sharing recovers $D$. In general $C_{aa}(-\mathbf d)=C_{aa}(\mathbf d)^T$, and sharing such a pair keeps only the symmetric part of the block. Keeping one image of each pair breaks Hermiticity off the mesh. At $\mathbf q=(2\pi/a)(0.31,0.17,0.08)$ the largest element of $D-D^\dagger$ lies between 0.33 and 0.70 of the largest element of $D$, depending on which images are kept. An eigensolver that reads one triangle of the matrix would not report this, so Hermiticity should be checked off the mesh.

\textbf{Small frequencies.} Division by $2\omega$ amplifies errors near $\Gamma$. A violated sum rule leaves the acoustic $\omega^2$ nonzero there, positive or negative, and spoils the acoustic velocities first.

\section{Cost}

For $N_a$ atoms per cell there are about $N_a^2N^3$ blocks, plus ties. Evaluating $D$ and its three derivatives takes four weighted sums over them, which share their exponentials. Diagonalization costs $O(N_a^3)$, as do the projections for all modes. Central differences for the full vector would need six further matrices and diagonalizations per wavevector. Tracking adds an overlap product and an assignment, each $O(N_a^3)$ per path point.

\section*{Computed values}
\begin{verbatim}
a = 5.5 angstrom, mass = 30.0 u, k1 = 100.0 N/m, k2 = 20.0 N/m
2x2x2 mesh, ties unshared: max|D-D^+|/max|D| = 0.372
General q = (0.31, 0.17, 0.08) 2pi/a: mode, THz, (vx, vy, vz) m/s
  1  2.8215  (4683.5, -555.4, 1279.6)
  2  3.4039  (4411.3, 2978.1, -1464.2)
  3  6.0851  (6161.5, 4124.3, 2789.6)
  4  11.9639  (992.4, -4.9, 260.4)
  5  12.1168  (1170.1, 753.1, -445.2)
  6  12.3629  (1178.6, 973.3, 934.0)
Sound speeds along [100]: TA 5510.1, LA 9274.9 m/s
Triple point: xi = 0.53544, 12.5775 THz
  slopes along [100]: 1041.3, 1388.4, 1388.4 m/s
  slopes along [010]: -316.9, -0.0, 316.9 m/s
  slopes along [110]: 603.6, 981.8, 1114.5 m/s
  slopes along [421]: 844.0, 1211.9, 1276.9 m/s
  best fixed-vector guess for [110] misses by 91.3 m/s
X point, longitudinal pair: 12.2128 THz
  one-atom basis: |diagonal| 0.0, |off-diagonal| 2398.0 m/s
  slopes along [100]: -2398.0, 2398.0 m/s
Tracked path: 34 points, xi = 0.05 to 1.60, step at most 0.05
  smallest subspace overlap 0.9985; sorting mislabels by up to 5.871 THz
  frequency, THz: xi, TA, L1, TO, L2
    0.5000  4.510  7.780  12.487  12.507
    0.5354  4.754  8.234  12.577  12.577
    0.8000  6.066  10.974  13.130  12.741
    1.0000  6.378  12.213  13.277  12.213
    1.2000  6.066  12.741  13.130  10.974
    1.4646  4.754  12.577  12.577  8.234
    1.6000  3.749  12.278  12.233  6.407
  velocity, m/s: xi, TA, L1, TO, L2
    0.5000  3896.3  7178.5  1407.2  1154.2
    0.5354  3673.4  6892.8  1388.4  1041.3
    0.8000  1702.7  4420.3  786.6  -564.8
    1.0000  0.0  2398.0  0.0  -2398.0
    1.2000  -1702.7  564.8  -786.6  -4420.3
    1.4646  -3673.4  -1041.3  -1388.4  -6892.8
    1.6000  -4457.8  -1320.2  -1366.1  -7902.8
Displaced path q = (xi, 0.004, 0.004) 2pi/a, xi 0.385 to 0.685
  step 0.100: x-weight 0.984 -> 1.000, smallest overlap 0.948
  step 0.001: x-weight 0.984 -> 0.000, smallest overlap 0.998
  smallest gap of the avoiding branches: 6.52 GHz
\end{verbatim}
